# The extrapolar correction for omitted empty bands, derived in two ways: test program

```python
# Extrapolar (Bruneval-Gonze) correction in plane waves, Hartree atomic units.
# M_jv(Q)=<j,k+q|exp(iQr)|v,k>, Q=q+G, D=e_j-e_v, g(D,w)=2D/(D^2+w^2), pref=2/(Nk*Omega)
# chi_QQ'(iw) = -pref sum_kv sum_(j empty) g M*(Q) M(Q')
# Under test: with e_j -> ebar for j>Nb the omitted part is -pref sum_kv g(ebar-e_v,w) R0,
#   R0_QQ' = <v|exp(i(Q'-Q)r)|v> - sum_(j<=Nb, occupied included) M*(Q) M(Q'),
# plus bounds, first moment R1, f-sum rule, small-q head and the self-energy analogue.
# Wave vectors are integer triples in units of s=(2 pi/a)/4.
import numpy as np, itertools
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
a, sigma, NV, NK, NG = 6.0, 1.0, 2, 8, 16
wells = [(3.0, np.zeros(3)), (2.5, a*np.array([0.45, 0.40, 0.30]))]
Omega = a**3; s = 2*np.pi/a/4; pref = 2/(NK*Omega); dens = 2*NV/Omega
classes = list(itertools.product((1, 3), repeat=3))
Qi = np.array([Q for Q in itertools.product(range(-6, 7, 2), repeat=3)
               if Q[0] % 4 == 2 and Q[1] % 4 == 0 and Q[2] % 4 == 0 and np.dot(Q, Q) <= 36])
nQ = len(Qi); Qv = s*Qi; Q2 = (Qv**2).sum(1); sv = np.sqrt(4*np.pi/Q2)
qidx = {tuple(Q): i for i, Q in enumerate(Qi)}
neg = np.array([qidx[tuple(-Q)] for Q in Qi]); i0 = qidx[(2, 0, 0)]
Dg = ((Qi[None, :, :]-Qi[:, None, :])//4) % NG   # Q'-Q on the FFT grid
g = lambda D, w: 2*D/(D*D+w*w)

def basis(c, ecut):
    K = np.array(c)+4*np.array(list(itertools.product(range(-8, 9), repeat=3)))
    n2 = (K**2).sum(1); o = np.argsort(n2, kind='stable'); K, n2 = K[o], n2[o]
    kmax = np.sqrt(2*ecut)
    return K[n2*s*s <= (kmax+1.6)**2], int((n2*s*s <= kmax**2).sum())

def ham(K, shift=np.zeros(3)):
    G = s*(K[:, None, :]-K[None, :, :])
    form = (2*np.pi*sigma**2)**1.5/Omega*np.exp(-0.5*sigma**2*(G**2).sum(2))
    V = sum(-V0*np.exp(-1j*(G@t)) for V0, t in wells)*form
    return V+np.diag(0.5*((s*K+shift)**2).sum(1))

def real_space(K, c, coef):
    grid = np.zeros((NG,)*3, complex); n = ((K-np.array(c))//4) % NG
    grid[n[:, 0], n[:, 1], n[:, 2]] = coef
    return np.fft.ifftn(grid)*NG**3

def setup(ecut):
    bands = {}
    for c in classes:
        Kx, n = basis(c, ecut); e, U = eigh(ham(Kx[:n])); bands[c] = (Kx, n, e, U)
    data = []
    for c in classes:
        Kx, n, e, U = bands[c]; K = Kx[:n]
        Kt, nt, et, Ut = bands[((c[0]+2) % 4, c[1], c[2])]
        look = {tuple(x): i for i, x in enumerate(Kt.tolist())}
        pos = [[look[tuple(x)] for x in (K+Q).tolist()] for Q in Qi]
        for v in range(NV):
            Phi = np.zeros((len(Kt), nQ), complex)
            for i in range(nQ): Phi[pos[i], i] = U[:, v]
            u = real_space(K, c, U[:, v])
            pick = lambda f: np.fft.ifftn(f)[Dg[..., 0], Dg[..., 1], Dg[..., 2]]
            rho = pick(abs(u)**2)
            mom1 = 0.5*Q2[None, :]*rho
            for x in range(3):
                mom1 = mom1+Qv[None, :, x]*pick(u.conj()*real_space(K, c, s*K[:, x]*U[:, v]))
            data.append(dict(ev=e[v], e=et, M=Ut.conj().T@Phi[:nt], rho=rho, mom1=mom1,
                             leak=Phi[nt:].conj().T@Phi[nt:]))
    return bands, data

def R0(d, nb, first=0): return d['rho']-d['M'][first:nb].conj().T@d['M'][first:nb]
def R1(d, nb): return d['mom1']-(d['M'][:nb].conj().T*(d['e'][:nb]-d['ev']))@d['M'][:nb]
def chi(data, w, nb=None, ebar=None, first=0):
    out = np.zeros((nQ, nQ), complex)
    for d in data:
        M = d['M'][NV:nb]
        out -= (M.conj().T*g(d['e'][NV:nb]-d['ev'], w))@M
        if ebar is not None: out -= g(ebar-d['ev'], w)*R0(d, nb, first)
    return pref*out
def ebar_fsum(data, nb, wt):
    num = sum(wt@np.diag(R1(d, nb)+d['ev']*R0(d, nb)).real for d in data)
    return num/sum(wt@np.diag(R0(d, nb)).real for d in data)

bs, ds = setup(4.0); bands, data = setup(12.5)
gap = lambda b: min(x[2][NV] for x in b.values())-max(x[2][NV-1] for x in b.values())
assert gap(bs) > 0.05 and gap(bands) > 0.05
evmax = max(d['ev'] for d in data)
print(f"a = {a} bohr, Omega = {Omega:.1f} bohr^3, sigma = {sigma} bohr, n = {dens:.6f} bohr^-3")
print("wells 3.0 Ha at 0, 2.5 Ha at (0.45,0.40,0.30)a; Nv = 2, Nk = 8, Ecut = 12.5 Ha")
print(f"plane waves per k = {bands[classes[0]][1]}, Q vectors = {nQ}")
print("|Q| shells (1/bohr):", " ".join(f"{x:.4f}" for x in np.sqrt(np.unique(Q2.round(9)))))
print(f"valence range {min(d['ev'] for d in data):.4f} to {evmax:.4f} Ha, gap on mesh {gap(bands):.4f} Ha")

# finite-difference density response in the doubled cell, for H and for the modified H
def fd_response(ip, theta, lam, nb=None, ebar=None):
    lin = lambda K: K[..., 0]*16384+K[..., 1]*128+K[..., 2]
    out = np.zeros(nQ, complex)
    for c in [c for c in classes if c[0] == 1]:
        Ks, Hs = [], []
        for cc in (c, (3, c[1], c[2])):
            Kx, n, e, U = bs[cc]
            if nb is None: Ks.append(Kx[:n]); Hs.append(ham(Kx[:n]))
            else:
                em = e.copy(); em[nb:] = ebar; Ks.append(Kx)
                Hs.append(block_diag((U*em)@U.conj().T, ebar*np.eye(len(Kx)-n)))
        l = lin(np.vstack(Ks)); D = l[:, None]-l[None, :]; H = block_diag(*Hs)
        T = np.exp(1j*theta)*(D == lin(Qi[ip])); T = T+T.conj().T
        P = []
        for sg in (1, -1):
            C = eigh(H+sg*lam*T, subset_by_index=[0, 2*NV-1])[1]; P.append(C@C.conj().T)
        dP = (P[0]-P[1])/(2*lam)
        out += pref*np.array([dP[D == lin(Q)].sum() for Q in Qi])
    return out
ip, th = qidx[(2, 4, 0)], 0.7
for name, nb, eb in (("H", None, None), ("Hbar(Nb=6,ebar=1.5 Ha)", 6, 1.5)):
    X = chi(ds, 0.0, nb, eb); form = X[:, ip]*np.exp(1j*th)+X[:, neg[ip]]*np.exp(-1j*th)
    err = abs(fd_response(ip, th, 1e-3, nb, eb)-form).max()/abs(form).max()
    assert err < 2e-4   # third-order response, (lambda/gap)^2
    print(f"finite difference vs formula, {name}, Ecut 4 Ha: rel err {err:.1e}")

# time-reversal folding
w = 0.7; two = np.zeros((nQ, nQ), complex)
for d in data:
    M = d['M'][NV:]; D = d['e'][NV:]-d['ev']; Mn = M[:, neg]
    two += (M.conj().T/(1j*w-D))@M-(Mn.T/(1j*w+D))@Mn.conj()
assert abs(pref*two-chi(data, w)).max() < 1e-11

# zeroth and first moments: band sums against real-space densities and currents
assert max(abs(R0(d, None)-d['leak']).max() for d in data+ds) < 1e-10
lk = [max(np.diag(d['leak']).real.max() for d in x) for x in (ds, data)]
m1 = [max(abs(R1(d, None)).max() for d in x) for x in (ds, data)]
assert lk[1] < lk[0]/5 and m1[1] < m1[0]/5 and m1[1] < 5e-3
print(f"max leak: {lk[0]:.2e} (Ecut 4 Ha), {lk[1]:.2e} (Ecut 12.5 Ha)")
print(f"max first-moment defect: {m1[0]:.2e} Ha (4 Ha), {m1[1]:.2e} Ha (12.5 Ha)")

nb = 20; eb = ebar_fsum(data, nb, sv**2); full0 = chi(data, 0.0)
expl = chi(data, w, nb)-pref*sum(g(eb-d['ev'], w)*(d['M'][nb:].conj().T@d['M'][nb:]+d['leak']) for d in data)
assert abs(expl-chi(data, w, nb, eb)).max() < 1e-11
right, wrong = chi(data, 0., nb, eb)[i0, i0].real, chi(data, 0., nb, eb, NV)[i0, i0].real
assert abs(wrong-full0[i0, i0]) > 5*abs(right-full0[i0, i0])
print(f"static chi, shortest Q, Nb=20 (1/(Ha bohr^3)): all bands {full0[i0,i0].real:.6f}")
print(f"  truncated {chi(data,0.,nb)[i0,i0].real:.6f}, extrapolar {right:.6f}, occupied j omitted {wrong:.6f}")

# matrix bounds
emin = min(d['e'][nb] for d in data); lo = lambda A: np.linalg.eigvalsh(A).min()
for w in (0.0, 0.9*(emin-evmax)):
    X = chi(data, w)
    assert lo(chi(data, w, nb)-X) > -1e-13 and lo(X-chi(data, w, nb, emin)) > -1e-13
bad = lo(chi(data, 20.)-chi(data, 20., nb, emin)); assert bad < -1e-7
print(f"Nb=20: e_min = {emin:.4f} Ha, upper bound assured to w = {emin-evmax:.4f} Ha")
print(f"  lowest eigenvalue of chi-chibar(e_min) at w=20 Ha: {bad:.2e} 1/(Ha bohr^3)")

# first-moment mean: lower bound and variance term
true = low = var = 0
for d in data:
    W = abs(d['M'][nb:])**2; D = (d['e'][nb:]-d['ev'])[:, None]
    r0, r1 = np.diag(R0(d, nb)).real, np.diag(R1(d, nb)).real; Db = r1/r0
    true = true+pref*(2*W/D).sum(0); low = low+pref*2*r0/Db
    var = var+pref*(2*W*(D-Db)**2/(D*Db**2)).sum(0)
assert np.all(low < true) and np.all(abs(true-low-var) < 1e-2*true)  # slack from the leak
print(f"static remainder, shortest Q: {true[i0]:.4e} = mean {low[i0]:.4e} + spread {var[i0]:.4e} 1/(Ha bohr^3)")

# f-sum rule
wb = 1e4; fs = lambda X: -wb**2*np.diag(X).real/(dens*Q2)
assert abs(fs(chi(data, wb))-1).max() < 5e-3
ebQ = np.array([ebar_fsum(data, nb, np.eye(nQ)[i]) for i in range(nQ)])
for i in (i0, ip): assert abs(fs(chi(data, wb, nb, ebQ[i]))[i]-1) < 1e-5
sh = [np.isclose(Q2, x) for x in np.unique(Q2.round(9))]; ft = fs(chi(data, wb, nb))
assert ebQ[sh[-1]].mean() > ebQ[sh[0]].mean()
print("f-sum fraction kept by Nb=20, shell means:", " ".join(f"{ft[m].mean():.4f}" for m in sh))
print("f-sum fraction, all bands, shell means:", " ".join(f"{fs(chi(data,wb))[m].mean():.5f}" for m in sh))
print("ebar_f(Q), Nb=20, shell means (Ha):", " ".join(f"{ebQ[m].mean():.4f}" for m in sh))

# small-q head against k.p
Kx, n, e, U = bs[classes[0]]; K = Kx[:n]; eh = np.array([1., 2., 2.])/3; q = 2e-4
rem = np.mean([1-(abs(eigh(ham(K, sg*q*eh))[1][:, :6].conj().T@U[:, 1])**2).sum() for sg in (1, -1)])
kp = (abs(U[:, 6:].conj().T@((s*K@eh)*U[:, 1]))**2/(e[6:]-e[1])**2).sum()
assert abs(rem/q**2/kp-1) < 2e-3
print(f"head, Nb=6, Ecut 4 Ha: R0/q^2 = {rem/q**2:.5f}, k.p sum = {kp:.5f} bohr^2")

# screened interaction and the self-energy kernel
x, wx = np.polynomial.legendre.leggauss(32); om = (1+x)/(1-x); wo = wx*2/(1-x)**2
sym = lambda X: sv[:, None]*X*sv[None, :]
einv = lambda X: np.linalg.inv(np.eye(nQ)-sym(X))
Wc = lambda X: sym(einv(X)-np.eye(nQ))
kern = lambda al, Ws: np.tensordot(al[:, None]*wo/(al[:, None]**2+om**2)/np.pi, Ws, 1)
Dl = np.concatenate([d['e'][NV:12]-d['ev'] for d in data])
A = np.sqrt(2*pref*Dl)[:, None]*np.vstack([d['M'][NV:12] for d in data])*sv
O2, Z = eigh(np.diag(Dl**2)+A@A.conj().T); O = np.sqrt(O2); ws = sv[:, None]*(A.conj().T@Z)
pole = lambda al: -(ws/(2*O*(O+al)))@ws.conj().T
W12 = np.array([Wc(chi(data, y, 12)) for y in om])
for al in (0.5, 2.0, 10.0):
    assert abs(kern(np.array([al]), W12)[0]-pole(al)).max() < 1e-6*abs(pole(al)).max()
assert abs(pole(0.)-Wc(chi(data, 0., 12))/2).max() < 1e-10

def ecorr(Xs):
    t = 0
    for X, ww in zip(Xs, wo):
        y = np.linalg.eigvalsh(-sym(X)); t += ww*(np.log1p(y)-y).sum()
    return t/(2*np.pi)
Xf = [chi(data, y) for y in om]; Wf = np.array([Wc(X) for X in Xf])
d = data[1]; E = d['ev']; F = kern(d['e'][NV:]-E, Wf); M = d['M'][NV:]; Mn = M[:, neg]
sj = np.einsum('ja,jab,jb->j', Mn.conj(), F, Mn)/(NK*Omega)
assert abs(sj-np.einsum('jab,jb,ja->j', F, M.conj(), M)/(NK*Omega)).max() < 1e-12
sj = sj.real; assert sj.max() < 1e-14
ref = (einv(full0)[i0, i0].real, ecorr(Xf), sj.sum())
print(f"state n: band 2, k=(1,1,1)pi/(2a), E = {E:.4f} Ha")
print(f"all bands: epsinv = {ref[0]:.5f}")
print(f"all bands: Ec(q term, weight 1, per cell) = {ref[1]:.6f} Ha = {ref[1]*EV:.4f} eV")
print(f"all bands: Sigma empty(q term) = {ref[2]:.6f} Ha = {ref[2]*EV:.4f} eV")
for nb in (2, 10, 20, 40):
    eb = ebar_fsum(data, nb, sv**2); em = min(z['e'][nb] for z in data); assert eb > em
    Fb = kern(np.array([eb-E]), Wf)[0]; ix = np.ix_(neg, neg)
    dS = (Fb*R0(d, nb)[ix]).sum().real/(NK*Omega)
    Mo = d['M'][nb:][:, neg]
    dX = (np.einsum('ja,ab,jb->', Mo.conj(), Fb, Mo)+(Fb*d['leak'][ix]).sum()).real/(NK*Omega)
    assert abs(dS-dX) < 1e-11
    tr = (einv(chi(data, 0., nb))[i0, i0].real, ecorr([chi(data, y, nb) for y in om]), sj[:nb-NV].sum())
    ex = (einv(chi(data, 0., nb, eb))[i0, i0].real, ecorr([chi(data, y, nb, eb) for y in om]), tr[2]+dS)
    for t, u, r in zip(tr, ex, ref): assert abs(u-r) < abs(t-r)
    print(f"Nb={nb}: e_min = {em:.4f} Ha, ebar = {eb:.4f} Ha")
    print(f"  epsinv trunc {tr[0]:.5f}, extrapolar {ex[0]:.5f}")
    print(f"  Ec trunc {tr[1]:.6f}, extrapolar {ex[1]:.6f} Ha")
    print(f"  Sigma trunc {tr[2]:.6f}, extrapolar {ex[2]:.6f} Ha")
    print("  error ratio extrapolar/trunc:", " ".join(f"{abs(u-r)/abs(t-r):.3f}" for t, u, r in zip(tr, ex, ref)))
print("all good")
```

Output:

```
a = 6.0 bohr, Omega = 216.0 bohr^3, sigma = 1.0 bohr, n = 0.018519 bohr^-3
wells 3.0 Ha at 0, 2.5 Ha at (0.45,0.40,0.30)a; Nv = 2, Nk = 8, Ecut = 12.5 Ha
plane waves per k = 456, Q vectors = 20
|Q| shells (1/bohr): 0.5236 1.1708 1.5708
valence range -0.9178 to -0.6480 Ha, gap on mesh 0.5769 Ha
finite difference vs formula, H, Ecut 4 Ha: rel err 1.7e-06
finite difference vs formula, Hbar(Nb=6,ebar=1.5 Ha), Ecut 4 Ha: rel err 1.3e-06
max leak: 1.01e-01 (Ecut 4 Ha), 1.38e-04 (Ecut 12.5 Ha)
max first-moment defect: 1.85e-01 Ha (4 Ha), 9.47e-04 Ha (12.5 Ha)
static chi, shortest Q, Nb=20 (1/(Ha bohr^3)): all bands -0.006619
  truncated -0.006549, extrapolar -0.006609, occupied j omitted -0.018649
Nb=20: e_min = 1.0880 Ha, upper bound assured to w = 1.7359 Ha
  lowest eigenvalue of chi-chibar(e_min) at w=20 Ha: -2.09e-05 1/(Ha bohr^3)
static remainder, shortest Q: 7.0711e-05 = mean 6.8755e-05 + spread 2.1513e-06 1/(Ha bohr^3)
f-sum fraction kept by Nb=20, shell means: 0.9287 0.6969 0.4680
f-sum fraction, all bands, shell means: 1.00015 1.00014 1.00009
ebar_f(Q), Nb=20, shell means (Ha): 1.5294 1.6955 1.9222
head, Nb=6, Ecut 4 Ha: R0/q^2 = 0.16642, k.p sum = 0.16641 bohr^2
state n: band 2, k=(1,1,1)pi/(2a), E = -0.6487 Ha
all bands: epsinv = 0.78752
all bands: Ec(q term, weight 1, per cell) = -0.046606 Ha = -1.2682 eV
all bands: Sigma empty(q term) = -0.003036 Ha = -0.0826 eV
Nb=2: e_min = -0.0710 Ha, ebar = 0.6315 Ha
  epsinv trunc 1.00000, extrapolar 0.85522
  Ec trunc 0.000000, extrapolar -0.037917 Ha
  Sigma trunc 0.000000, extrapolar -0.002701 Ha
  error ratio extrapolar/trunc: 0.319 0.186 0.111
Nb=10: e_min = 0.5314 Ha, ebar = 1.3052 Ha
  epsinv trunc 0.79707, extrapolar 0.78979
  Ec trunc -0.030019, extrapolar -0.045308 Ha
  Sigma trunc -0.002252, extrapolar -0.002975 Ha
  error ratio extrapolar/trunc: 0.238 0.078 0.078
Nb=20: e_min = 1.0880 Ha, ebar = 1.8380 Ha
  epsinv trunc 0.78929, extrapolar 0.78776
  Ec trunc -0.039691, extrapolar -0.046300 Ha
  Sigma trunc -0.002748, extrapolar -0.003022 Ha
  error ratio extrapolar/trunc: 0.133 0.044 0.051
Nb=40: e_min = 2.0738 Ha, ebar = 2.7341 Ha
  epsinv trunc 0.78770, extrapolar 0.78753
  Ec trunc -0.045001, extrapolar -0.046575 Ha
  Sigma trunc -0.002980, extrapolar -0.003035 Ha
  error ratio extrapolar/trunc: 0.044 0.020 0.021
all good
```
